# The Eikonal Factor for Soft Photons from Feynman Diagrams and Classical Currents: a numerical check

```python
"""Soft-photon (eikonal) factor: result under test.
M1 = e S.eps M0 + O(k^0),  S = sum_j eta_j Q_j p_j/(p_j.k), for every spin,
and the Fourier transform of the current of kinked paths is i e S.
eta = +1 outgoing, -1 incoming; Q = charge in units of e; k = photon momentum;
eps = real polarization vector; metric (+,-,-,-); hbar = c = 1; energies in MeV.
Full amplitudes use propagator i K^-1 and vertex i V, where K is the kinetic
matrix of the free Lagrangian and V its coupling to the photon, in units of eQ.
g = gyromagnetic ratio. The hard process is a static neutral scalar source.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import simpson

m = physical_constants["electron mass energy equivalent in MeV"][0]
alpha = fine_structure
e = np.sqrt(4 * np.pi * alpha)
G = np.diag([1.0, -1.0, -1.0, -1.0])


def dot(a, b):
    return a @ G @ b


# Dirac matrices in the Dirac representation
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.diag([1, 1, -1, -1]).astype(complex)]
gamma += [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli]


def slash(a):
    return sum(G[i, i] * a[i] * gamma[i] for i in range(4))


class Scalar:
    name = "spin 0       "
    H = np.eye(1)

    def K(self, p):
        return np.array([[dot(p, p) - m**2]])

    def V(self, p_out, p_in, eps):
        return np.array([[-dot(p_out + p_in, eps)]])

    def ket(self, p):
        return np.eye(1)

    def bar(self, p):
        return np.eye(1)


class Dirac:
    H = np.eye(4)

    def __init__(self, g):
        self.g = g
        self.name = f"spin 1/2, g={g}"

    def K(self, p):
        return slash(p) - m * np.eye(4)

    def V(self, p_out, p_in, eps):
        a, b = slash(eps), slash(p_in - p_out)
        return -(a + (self.g - 2) / (8 * m) * (a @ b - b @ a))

    def ket(self, p):
        return (slash(p) + m * np.eye(4))[:, :2] / np.sqrt(p[0] + m)

    def bar(self, p):
        return self.ket(p).conj().T @ gamma[0]


class Vector:
    H = G

    def __init__(self, g):
        self.g = g
        self.name = f"spin 1,   g={g}"

    def K(self, p):
        pl = G @ p
        return -(dot(p, p) - m**2) * G + np.outer(pl, pl)

    def V(self, p_out, p_in, eps):
        a, b, c = G @ eps, G @ p_in, G @ p_out
        q = c - b
        minimal = dot(p_in + p_out, eps) * G - np.outer(b, a) - np.outer(a, c)
        return minimal + (self.g - 1) * (np.outer(q, a) - np.outer(a, q))

    def ket(self, p):
        v = p[1:]
        space = np.eye(3) + np.outer(v, v) / (m * (p[0] + m))
        return np.vstack([v / m, space])

    def bar(self, p):
        return self.ket(p).T


models = [Scalar(), Dirac(2), Dirac(3), Vector(1), Vector(2)]


def on_shell(vec):
    vec = np.asarray(vec, float)
    return np.concatenate([[np.sqrt(m**2 + vec @ vec)], vec])


# worked example: kinematics
E, theta, mu = 1.0, np.pi / 3, 0.5
pabs = np.sqrt(E**2 - m**2)
beta = pabs / E
n_out = np.array([np.sin(theta), 0, np.cos(theta)])
p_i = on_shell([0, 0, pabs])
p_f = on_shell(pabs * n_out)
n_k = np.array([-1.0, 0, 0])
eps_z = np.array([0, 0, 0, 1.0])


def source(q):
    return 1 / (q[1:] @ q[1:] + mu**2)


def hard(mod):
    return source(p_f - p_i) * mod.bar(p_f) @ mod.H @ mod.ket(p_i)


def radiative(mod, w, n, eps=None):
    """Complete tree amplitude / (eQ); eps=None replaces eps by k."""
    k = w * np.concatenate([[1.0], n])
    eps = k if eps is None else eps
    pf = on_shell(np.sqrt((E - w)**2 - m**2) * n_out)
    first = mod.H @ np.linalg.inv(mod.K(p_i - k)) @ mod.V(p_i - k, p_i, eps)
    last = mod.V(pf, pf + k, eps) @ np.linalg.inv(mod.K(pf + k)) @ mod.H
    return -source(pf + k - p_i) * mod.bar(pf) @ (first + last) @ mod.ket(p_i)


def eikonal(w, n, eps):
    k = w * np.concatenate([[1.0], n])
    return dot(p_f, eps) / dot(p_f, k) - dot(p_i, eps) / dot(p_i, k)


# forward current and pole residue for each spin
p_test = on_shell([0.3, -0.4, 0.7])
eps_test = np.array([0.2, 0.5, -0.3, 0.8])
for mod in models:
    fwd = mod.bar(p_test) @ mod.V(p_test, p_test, eps_test) @ mod.ket(p_test)
    assert np.allclose(fwd, -2 * dot(p_test, eps_test) * np.eye(len(fwd)),
                       atol=1e-10)
    off = p_test + np.array([1e-6, 0, 0, 0])
    residue = (dot(off, off) - m**2) * np.linalg.inv(mod.K(off))
    states = mod.ket(p_test) @ mod.bar(p_test)
    assert np.allclose(residue, states, atol=1e-4)  # off shell by 1e-6

# outgoing antiparticle: the leg factor carries the opposite charge
n_obl = np.array([0.48, 0.6, 0.64])
e_obl = np.array([0, 0.8, 0, -0.6])
assert abs(n_obl @ e_obl[1:]) < 1e-12
k_small = 1e-6 * np.concatenate([[1.0], n_obl])
dirac = Dirac(2)
v_spinor = (m * np.eye(4) - slash(p_test))[:, 2:]
anti = -np.linalg.inv(dirac.K(-p_test - k_small)) @ dirac.V(
    -p_test - k_small, -p_test, e_obl) @ v_spinor
expected = -dot(p_test, e_obl) / dot(p_test, k_small) * v_spinor
assert np.linalg.norm(anti - expected) < 1e-3 * np.linalg.norm(expected)

# complete amplitudes against the eikonal form
omegas = [1e-2, 1e-3, 1e-4]
table = {}
for mod in models:
    M0 = hard(mod)
    ward = radiative(mod, 0.01, n_obl)
    assert np.linalg.norm(ward) < 1e-8 * np.linalg.norm(M0)
    for n, eps in [(n_obl, e_obl), (n_k, eps_z)]:
        dev = []
        for w in omegas:
            lead = eikonal(w, n, eps) * M0
            diff = radiative(mod, w, n, eps) - lead
            dev.append(np.linalg.norm(diff) / np.linalg.norm(lead))
        assert dev[2] < 5e-3
        assert abs(dev[1] / dev[2] - 10) < 0.5  # next term is linear in k
    table[mod.name] = dev


# dependence of the O(k^0) remainder on the magnetic moment
def magnetic_part(w, n, eps):
    diff = radiative(Dirac(3), w, n, eps) - radiative(Dirac(2), w, n, eps)
    return np.linalg.norm(diff) / np.linalg.norm(hard(Dirac(2)))


magnetic = [magnetic_part(w, n_obl, e_obl) for w in omegas]
assert magnetic[2] > 1e-2
assert abs(magnetic[1] / magnetic[2] - 1) < 0.02
# photon and polarization in the scattering plane: the two legs cancel;
# the tolerance covers rounding in the nearly singular propagators
planar = [magnetic_part(w, n_k, eps_z) for w in omegas]
assert max(planar) < 1e-5

# Fourier transform of the kinked current, photon energy set to 1
half = np.linspace(0, 300, 30001)
switch = np.exp(-(0.01 * half)**4)


def kinked_current(legs, n):
    total = np.zeros(4, complex)
    for eta, charge, vel in legs:
        t = eta * half
        position = np.outer(t, vel)
        wave = switch * np.exp(1j * (t - position @ n))
        total += charge * np.concatenate([[1], vel]) * simpson(wave, x=half)
    return total


def S_unit(legs, n):
    return sum(eta * charge * np.concatenate([[1], vel]) / (1 - n @ vel)
               for eta, charge, vel in legs)


v_i, v_f = p_i[1:] / E, p_f[1:] / E
electron = [(-1, -1, v_i), (1, -1, v_f)]
splitting = [(-1, 1, np.array([0, 0, 0.5])),
             (1, 2, np.array([0.3, 0.2, 0.1])),
             (1, -1, np.array([-0.4, 0.1, 0.6]))]
for legs, n in [(electron, n_k), (electron, n_obl), (splitting, n_obl)]:
    # the slow switching leaves an error of order (0.01)^4/(p.k/E)^4
    current = kinked_current(legs, n)
    assert np.allclose(current, 1j * S_unit(legs, n), atol=2e-3)
    assert abs(dot(current, np.concatenate([[1], n]))) < 2e-3
j_z = dot(eps_z, kinked_current(electron, n_k))
factor_unit = -eikonal(1.0, n_k, eps_z)  # electron charge Q = -1
assert abs(-1j * j_z - factor_unit) < 1e-4

# rounded turn: velocity changes as tanh over the time T
t = np.linspace(-300, 300, 60001)
window = np.exp(-(0.01 * t)**4)


def rounded_ratio(T):
    x = t / T
    s = 0.5 * (1 + np.tanh(x))
    path = 0.5 * T * (x + np.logaddexp(x, -x))
    phase = t - t * (n_k @ v_i) - path * (n_k @ (v_f - v_i))
    v_z = v_i[2] + s * (v_f[2] - v_i[2])
    j = np.sum(v_z * window * np.exp(1j * phase)) * (t[1] - t[0])
    return abs(j / j_z)  # overall sign and charge drop out of the modulus


turns = [0.1, 1.0, 3.0]
ratios = [rounded_ratio(T) for T in turns]
assert abs(ratios[0] - 1) < 0.05 and ratios[2] < 0.3

# photon number per logarithmic energy interval: explicit polarization sum
c, wc = np.polynomial.legendre.leggauss(80)
phi = np.arange(120) * 2 * np.pi / 120
number = 0.0
for ci, wi in zip(c, wc):
    si = np.sqrt(1 - ci**2)
    for f in phi:
        n = np.array([si * np.cos(f), si * np.sin(f), ci])
        e1 = np.array([ci * np.cos(f), ci * np.sin(f), -si])
        e2 = np.array([-np.sin(f), np.cos(f), 0])
        amp = v_f / (1 - n @ v_f) - v_i / (1 - n @ v_i)
        number += wi * (2 * np.pi / 120) * ((amp @ e1)**2 + (amp @ e2)**2)
number *= e**2 / (16 * np.pi**3)
xi = pabs * np.sin(theta / 2) / m
closed = 2 * alpha / np.pi * ((1 + 2 * xi**2) * np.arcsinh(xi)
                              / (xi * np.sqrt(1 + xi**2)) - 1)
assert abs(number / closed - 1) < 1e-6

w0 = omegas[0]
k0 = w0 * np.concatenate([[1.0], n_k])
print(f"electron mass: {m:.6f} MeV")
print(f"fine-structure constant: {alpha:.8f}; e = {e:.6f} (dimensionless)")
print(f"total energy E: {E:.3f} MeV; momentum |p|: {pabs:.6f} MeV")
print(f"speed: {beta:.6f} c; deflection: {np.degrees(theta):.1f} degrees")
print(f"inverse range of the source: {mu:.3f} MeV")
print(f"photon energy for the next lines: {w0:.4f} MeV")
print(f"p.k incoming: {dot(p_i, k0):.7f} MeV^2")
print(f"p'.k outgoing: {dot(p_f, k0):.7f} MeV^2")
print(f"p.eps incoming: {dot(p_i, eps_z):.6f} MeV")
print(f"p'.eps outgoing: {dot(p_f, eps_z):.6f} MeV")
S0 = -eikonal(w0, n_k, eps_z)
print(f"S.eps with Q=-1: {S0:.5f} MeV^-1")
print(f"e S.eps with Q=-1: {e * S0:.5f} MeV^-1")
print("relative deviation of full amplitude from eikonal form (pure number)")
print("photon energies (MeV): " + ", ".join(f"{w:.0e}" for w in omegas))
for name, dev in table.items():
    print(f"  {name}: " + ", ".join(f"{d:.3e}" for d in dev))
print("norm of [M1(g=3)-M1(g=2)]/(eQ), spin 1/2, over norm of M0, MeV^-1:")
print("  oblique photon direction: ("
      + ", ".join(f"{x:.2f}" for x in n_obl) + "), polarization: ("
      + ", ".join(f"{x:.2f}" for x in e_obl[1:]) + ")")
print("  oblique: " + ", ".join(f"{x:.5f}" for x in magnetic))
print("  in the scattering plane: " + ", ".join(f"{x:.5f}" for x in planar))
print("kinked path, times photon energy, divided by e (pure numbers):")
print(f"  -i eps.j from quadrature: {(-1j * j_z).real:.6f} (real part)")
print(f"  -i eps.j from quadrature: {(-1j * j_z).imag:.1e} (imaginary part)")
print(f"  S.eps from the eikonal formula: {factor_unit:.6f}")
print("rounded turn, |eps.j| relative to the sharp kink (pure number):")
for T, r in zip(turns, ratios):
    print(f"  photon energy times T = {T:.1f}: {r:.4f}")
print(f"xi = |q|/(2m): {xi:.6f} (pure number)")
print(f"omega dN/domega, angular quadrature: {number:.7f} (pure number)")
print(f"omega dN/domega, closed formula: {closed:.7f} (pure number)")
print(f"photons per factor 10 in energy: {closed * np.log(10):.6f}")
print("all assertions hold")
```

Running it gives:

```
electron mass: 0.510999 MeV
fine-structure constant: 0.00729735; e = 0.302822 (dimensionless)
total energy E: 1.000 MeV; momentum |p|: 0.859581 MeV
speed: 0.859581 c; deflection: 60.0 degrees
inverse range of the source: 0.500 MeV
photon energy for the next lines: 0.0100 MeV
p.k incoming: 0.0100000 MeV^2
p'.k outgoing: 0.0174442 MeV^2
p.eps incoming: -0.859581 MeV
p'.eps outgoing: -0.429791 MeV
S.eps with Q=-1: -61.32010 MeV^-1
e S.eps with Q=-1: -18.56908 MeV^-1
relative deviation of full amplitude from eikonal form (pure number)
photon energies (MeV): 1e-02, 1e-03, 1e-04
  spin 0       : 2.622e-02, 2.601e-03, 2.598e-04
  spin 1/2, g=2: 2.077e-02, 2.062e-03, 2.060e-04
  spin 1/2, g=3: 2.077e-02, 2.062e-03, 2.060e-04
  spin 1,   g=1: 2.402e-02, 2.374e-03, 2.372e-04
  spin 1,   g=2: 1.997e-02, 1.984e-03, 1.982e-04
norm of [M1(g=3)-M1(g=2)]/(eQ), spin 1/2, over norm of M0, MeV^-1:
  oblique photon direction: (0.48, 0.60, 0.64), polarization: (0.80, 0.00, -0.60)
  oblique: 0.10812, 0.11085, 0.11112
  in the scattering plane: 0.00000, 0.00000, 0.00000
kinked path, times photon energy, divided by e (pure numbers):
  -i eps.j from quadrature: -0.613201 (real part)
  -i eps.j from quadrature: 6.0e-16 (imaginary part)
  S.eps from the eikonal formula: -0.613201
rounded turn, |eps.j| relative to the sharp kink (pure number):
  photon energy times T = 0.1: 0.9929
  photon energy times T = 1.0: 0.5493
  photon energy times T = 3.0: 0.0422
xi = |q|/(2m): 0.841079 (pure number)
omega dN/domega, angular quadrature: 0.0031573 (pure number)
omega dN/domega, closed formula: 0.0031573 (pure number)
photons per factor 10 in energy: 0.007270
all assertions hold
```
